# Clebsch-Gordan Exchange Symmetry and Even J in One Shell: test program

```python
"""Exchange symmetry of Clebsch-Gordan coefficients.

Result under test:
  C(j2 m2; j1 m1 | J M) = (-1)^(j1+j2-J) C(j1 m1; j2 m2 | J M),
and hence two identical particles in one j shell (fermions: half-integer j,
bosons: integer j) couple only to even J.
j1, j2: single angular momenta; m1, m2: their projections;
J, M: total angular momentum and projection; all in units of hbar.
Phases: Condon-Shortley, C(j1 j1; j2 J-j1 | J J) > 0.
"""
from collections import Counter
from fractions import Fraction

import numpy as np
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan


def single_operators(j):
    """Jz and J+ in the basis m = j, j-1, ..., -j."""
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1))
    return np.diag(m), np.diag(raising, 1)


def add(a, b):
    """Operator a on particle 1 plus operator b on particle 2."""
    return np.kron(a, np.eye(len(b))) + np.kron(np.eye(len(a)), b)


def square(jz, jplus):
    """J^2 = J- J+ + Jz^2 + Jz."""
    return jplus.T @ jplus + jz @ jz + jz


def allowed_range(j1, j2):
    return np.arange(abs(j1 - j2), j1 + j2 + 0.5, 1.0)


def coupled_states(j1, j2):
    """Tables C[m1 index, m2 index] for each (J, M), from the definition."""
    z1, p1 = single_operators(j1)
    z2, p2 = single_operators(j2)
    jz, jplus = add(z1, z2), add(p1, p2)
    jsq = square(jz, jplus)
    shape = (len(z1), len(z2))
    tables = {}
    for J in allowed_range(j1, j2):
        sector = np.where(abs(np.diag(jz) - J) < 1e-9)[0]
        values, vectors = np.linalg.eigh(jsq[np.ix_(sector, sector)])
        hits = np.where(abs(values - J * (J + 1)) < 1e-8)[0]
        assert len(hits) == 1
        state = np.zeros(len(jz))
        state[sector] = vectors[:, hits[0]]
        # positive coefficient where the first-named m is largest
        state *= np.sign(state.reshape(shape)[0, int(round(j2 - J + j1))])
        M = J
        while True:
            tables[(J, M)] = state.reshape(shape)
            if M < -J + 0.5:
                break
            state = jplus.T @ state / np.sqrt((J + M) * (J - M + 1))
            M -= 1.0
    return tables


def parity(x):
    return -1 if int(round(x)) % 2 else 1


def exchange_matrix(d):
    P = np.zeros((d * d, d * d))
    for i in range(d):
        for k in range(d):
            P[i * d + k, k * d + i] = 1.0
    return P


def exchange_space(d, sign):
    """Orthonormal basis of the states with exchange eigenvalue sign."""
    values, vectors = np.linalg.eigh(exchange_matrix(d))
    return vectors[:, abs(values - sign) < 1e-9]


def multiplets(jsq, basis):
    """Number of multiplets of each J inside the space spanned by basis."""
    values = np.linalg.eigvalsh(basis.T @ jsq @ basis)
    twice = np.rint(np.sqrt(1 + 4 * abs(values)) - 1).astype(int)
    assert np.allclose(values, twice / 2 * (twice / 2 + 1), atol=1e-8)
    found = {}
    for t, n in sorted(Counter(twice.tolist()).items()):
        assert n % (t + 1) == 0
        found[t / 2] = n // (t + 1)
    return found


def frac(x):
    f = Fraction(float(x)).limit_denominator(1000)
    assert abs(float(f) - x) < 1e-10
    return str(f)


def show(js):
    return ", ".join(frac(x) for x in js)


# --- swap rule and top-state recursion for all pairs up to 7/2 ---
spins = np.arange(0, 8) / 2
store = {(a, b): coupled_states(a, b) for a in spins for b in spins}
worst_swap, worst_ratio, compared, minus_cases = 0.0, 0.0, 0, 0
for (j1, j2), tables in store.items():
    for (J, M), C in tables.items():
        sign = parity(j1 + j2 - J)
        swapped = store[(j2, j1)][(J, M)].T
        worst_swap = max(worst_swap, abs(swapped - sign * C).max())
        compared += int((abs(C) > 1e-10).sum())
        minus_cases += int(sign < 0 and M == J)
    for J in allowed_range(j1, j2):
        top = tables[(J, J)]

        def a(m1):
            return top[int(round(j1 - m1)), int(round(j2 - J + m1))]

        for m1 in np.arange(J - j2 + 1, j1 + 0.5, 1.0):
            ratio = -np.sqrt((j2 - J + m1) * (j2 + J - m1 + 1)
                             / ((j1 - m1 + 1) * (j1 + m1)))
            assert abs(a(m1)) > 1e-6 and ratio < 0
            worst_ratio = max(worst_ratio, abs(a(m1 - 1) / a(m1) - ratio))
        assert np.sign(a(J - j2)) == parity(j1 + j2 - J)
assert worst_swap < 1e-10
assert worst_ratio < 1e-8
assert minus_cases > 0

# --- the construction agrees with an independent closed-form routine ---
worst_closed = 0.0
for j1, j2 in [(1.5, 1.0), (1.0, 1.5), (2.0, 2.0)]:
    for (J, M), C in store[(j1, j2)].items():
        for i in range(C.shape[0]):
            for k in range(C.shape[1]):
                args = [Rational(int(round(2 * x)), 2)
                        for x in (j1, j2, J, j1 - i, j2 - k, M)]
                exact = float(clebsch_gordan(*args))
                worst_closed = max(worst_closed, abs(exact - C[i, k]))
assert worst_closed < 1e-10

print("Angular momenta in units of hbar; coefficients dimensionless")
print("pairs (j1,j2) tested, each up to 7/2:", len(store))
print("nonzero coefficients compared:", compared)
print(f"largest deviation from swap rule below 1e-10: {worst_swap < 1e-10}")

# --- worked example: unequal angular momenta ---
j1, j2 = 1.5, 1.0
for J in (1.5, 0.5):
    print(f"j1=3/2, j2=1, J=M={frac(J)}: j1+j2-J = {frac(j1 + j2 - J)},"
          f" sign = {parity(j1 + j2 - J):+d}")
    C, D = store[(j1, j2)][(J, J)], store[(j2, j1)][(J, J)]
    for m1 in np.arange(j1, J - j2 - 0.5, -1.0):
        i, k = int(round(j1 - m1)), int(round(j2 - J + m1))
        print(f"  m1={frac(m1)}, m2={frac(J - m1)}: C(j1,j2)={C[i, k]:+.6f}"
              f"  C(j2,j1)={D[k, i]:+.6f}  square={frac(C[i, k] ** 2)}")

# --- allowed J in one shell, found without coupling coefficients ---
for twice_j in range(0, 10):
    j = twice_j / 2
    z, p = single_operators(j)
    jsq = square(add(z, z), add(p, p))
    statistics = -1 if twice_j % 2 else 1
    right = exchange_space(len(z), statistics)
    wrong = exchange_space(len(z), -statistics)
    even = {float(J): 1 for J in range(0, twice_j + 1, 2)}
    odd = {float(J): 1 for J in range(1, twice_j + 1, 2)}
    assert multiplets(jsq, right) == even
    if wrong.shape[1]:
        assert multiplets(jsq, wrong) == odd
    else:
        assert odd == {}
    count = j * (2 * j + 1) if statistics < 0 else (j + 1) * (2 * j + 1)
    assert right.shape[1] == int(round(count))
    if twice_j in (4, 5):
        kind = "fermions" if statistics < 0 else "bosons"
        print(f"two {kind}, j={frac(j)}: product states {len(z) ** 2},"
              f" allowed states {right.shape[1]}")
        print("  allowed J:", show(multiplets(jsq, right)),
              "| wrong exchange symmetry gives J:",
              show(multiplets(jsq, wrong)))
        P = exchange_matrix(len(z))
        line = []
        for J in allowed_range(j, j):
            v = store[(j, j)][(J, J)].ravel()
            eigenvalue = v @ P @ v
            assert np.allclose(P @ v, parity(2 * j - J) * v, atol=1e-10)
            line.append(f"J={frac(J)}:{eigenvalue:+.0f}")
        print("  exchange eigenvalues:", " ".join(line))

# --- explicit top states for two j = 5/2 particles ---
for J in (4.0, 3.0):
    C = store[(2.5, 2.5)][(J, J)]
    print(f"j=5/2 pair, J=M={frac(J)}:")
    for m1 in np.arange(2.5, J - 3.0, -1.0):
        c = C[int(round(2.5 - m1)), int(round(2.5 - J + m1))]
        print(f"  m1={frac(m1)}, m2={frac(J - m1)}: {c:+.6f}"
              f"  square={frac(c * c)}")

# --- limit of the rule: fermions in two different shells, both j = 3/2 ---
z, p = single_operators(1.5)
z, p = np.kron(np.eye(2), z), np.kron(np.eye(2), p)
in_second = np.kron(np.diag([0.0, 1.0]), np.eye(4))
anti = exchange_space(8, -1)
occupation, rotation = np.linalg.eigh(anti.T @ add(in_second, in_second) @ anti)
one_each = anti @ rotation[:, abs(occupation - 1) < 1e-9]
two_shells = multiplets(square(add(z, z), add(p, p)), one_each)
assert two_shells == {0.0: 1, 1.0: 1, 2.0: 1, 3.0: 1}
print("two fermions, one in each of two j=3/2 shells: J =", show(two_shells),
      "| states", one_each.shape[1])

# --- limit of the rule: two electrons in a p shell, spin kept separate ---
lz, lp = (np.kron(x, np.eye(2)) for x in single_operators(1.0))
sz, sp = (np.kron(np.eye(3), x) for x in single_operators(0.5))
lsq = square(add(lz, lz), add(lp, lp))
ssq = square(add(sz, sz), add(sp, sp))
anti = exchange_space(6, -1)
spin_values, rotation = np.linalg.eigh(anti.T @ ssq @ anti)
terms = {}
for S in (0, 1):
    part = anti @ rotation[:, abs(spin_values - S * (S + 1)) < 1e-8]
    # each L multiplet appears once per spin projection
    for L, copies in multiplets(lsq, part).items():
        assert copies == 2 * S + 1
        terms[(int(L), S)] = int((2 * L + 1) * copies)
assert terms == {(0, 0): 1, (2, 0): 5, (1, 1): 9}
print("two electrons in a p shell, (L,S): number of states =",
      "; ".join(f"({L},{S}): {n}" for (L, S), n in terms.items()))

print("done: every assertion held")
```

It prints:

```
Angular momenta in units of hbar; coefficients dimensionless
pairs (j1,j2) tested, each up to 7/2: 64
nonzero coefficients compared: 4392
largest deviation from swap rule below 1e-10: True
j1=3/2, j2=1, J=M=3/2: j1+j2-J = 1, sign = -1
  m1=3/2, m2=0: C(j1,j2)=+0.774597  C(j2,j1)=-0.774597  square=3/5
  m1=1/2, m2=1: C(j1,j2)=-0.632456  C(j2,j1)=+0.632456  square=2/5
j1=3/2, j2=1, J=M=1/2: j1+j2-J = 2, sign = +1
  m1=3/2, m2=-1: C(j1,j2)=+0.707107  C(j2,j1)=+0.707107  square=1/2
  m1=1/2, m2=0: C(j1,j2)=-0.577350  C(j2,j1)=-0.577350  square=1/3
  m1=-1/2, m2=1: C(j1,j2)=+0.408248  C(j2,j1)=+0.408248  square=1/6
two bosons, j=2: product states 25, allowed states 15
  allowed J: 0, 2, 4 | wrong exchange symmetry gives J: 1, 3
  exchange eigenvalues: J=0:+1 J=1:-1 J=2:+1 J=3:-1 J=4:+1
two fermions, j=5/2: product states 36, allowed states 15
  allowed J: 0, 2, 4 | wrong exchange symmetry gives J: 1, 3, 5
  exchange eigenvalues: J=0:-1 J=1:+1 J=2:-1 J=3:+1 J=4:-1 J=5:+1
j=5/2 pair, J=M=4:
  m1=5/2, m2=3/2: +0.707107  square=1/2
  m1=3/2, m2=5/2: -0.707107  square=1/2
j=5/2 pair, J=M=3:
  m1=5/2, m2=1/2: +0.527046  square=5/18
  m1=3/2, m2=3/2: -0.666667  square=4/9
  m1=1/2, m2=5/2: +0.527046  square=5/18
two fermions, one in each of two j=3/2 shells: J = 0, 1, 2, 3 | states 16
two electrons in a p shell, (L,S): number of states = (0,0): 1; (2,0): 5; (1,1): 9
done: every assertion held
```
